# Point-charge splitting of hafnium d orbitals in a cubic oxygen cage: a program that tests the result

```python
# RESULT UNDER TEST
# One d electron at the centre of a cage of equal charges -Z|e| at distance R:
#   D = E(e) - E(t2);  D_oct = (5/3) k Z F4(R);  D_cube = -(8/9) D_oct.
# k = e^2/(4 pi eps0); F4 = integral of P(r) r_<^4 / r_>^5, where P(r) is the
# radial probability density, r_< and r_> the smaller and larger of r and R.
# One charge in direction n contributes (5s-3)/12 * (3 E_sigma - 4 E_pi + E_delta)
# with s = nx^4 + ny^4 + nz^4.
# Model orbital: r^4 exp(-zeta r) times a real d angular function.
# Lengths are in nm and energies in eV.
import itertools
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

coulomb = const.e / (4 * math.pi * const.epsilon_0) * 1e9   # eV nm
bond = 0.22
charge = 2.0
zeta = 50.0

# Real d orbitals as symmetric traceless matrices: z2, x2-y2, yz, zx, xy
Q = np.zeros((5, 3, 3))
Q[0] = np.diag([-1, -1, 2]) / math.sqrt(6)
Q[1] = np.diag([1, -1, 0]) / math.sqrt(2)
for index, (a, b) in enumerate([(1, 2), (2, 0), (0, 1)]):
    Q[2 + index, a, b] = Q[2 + index, b, a] = 1 / math.sqrt(2)

octahedron = np.vstack([np.eye(3), -np.eye(3)])
cube = np.array(list(itertools.product([1, -1], repeat=3))) / math.sqrt(3)


def splitting(matrix):
    """Average e energy minus average t2 energy."""
    d = np.diag(matrix)
    return d[:2].mean() - d[2:].mean()


def axial_projectors(n):
    """Projectors on sigma, pi and delta orbitals about direction n."""
    qn = Q @ n
    s = qn @ n
    sigma = 1.5 * np.outer(s, s)
    pi = 2 * (qn @ qn.T - np.outer(s, s))
    return sigma, pi, np.eye(5) - sigma - pi


def radial_density(r, z):
    return (2 * z)**11 / math.factorial(10) * r**10 * np.exp(-2 * z * r)


def radial_integral(order, distance, z):
    inner = quad(lambda r: radial_density(r, z) * r**order, 0, distance,
                 epsabs=1e-14, epsrel=1e-11)[0] / distance**(order + 1)
    outer = quad(lambda r: radial_density(r, z) / r**(order + 1), distance,
                 distance + 30 / z, epsabs=1e-14, epsrel=1e-11)[0]
    return inner + outer * distance**order


u_nodes, u_weights = np.polynomial.legendre.leggauss(160)
c_nodes, c_weights = np.polynomial.legendre.leggauss(80)
phi = 2 * math.pi * np.arange(10) / 10


def potential_matrix(positions, z):
    """Direct 3D quadrature in spherical coordinates centred on each charge."""
    total = np.zeros((5, 5))
    for position in positions:
        distance = np.linalg.norm(position)
        axis = -position / distance
        helper = np.eye(3)[np.argmin(abs(axis))]
        side = np.cross(axis, helper)
        side /= np.linalg.norm(side)
        third = np.cross(axis, side)
        upper = distance + 25 / z
        u = 0.5 * upper * (u_nodes + 1)
        wu = 0.5 * upper * u_weights
        uu, cc, pp = np.meshgrid(u, c_nodes, phi, indexing="ij")
        sine = np.sqrt(1 - cc**2)
        points = (position + (uu * cc)[..., None] * axis
                  + (uu * sine * np.cos(pp))[..., None] * side
                  + (uu * sine * np.sin(pp))[..., None] * third).reshape(-1, 3)
        # volume element u^2 du dOmega times 1/u
        weight = ((wu * u)[:, None, None] * c_weights[None, :, None]
                  * np.full(10, 2 * math.pi / 10)[None, None, :]).ravel()
        r = np.linalg.norm(points, axis=1)
        norm = (2 * z)**11 / math.factorial(10) * 15 / (8 * math.pi)
        weight = weight * norm * r**4 * np.exp(-2 * z * r)
        angular = np.array([np.sum((points @ q) * points, axis=1) for q in Q])
        total += (angular * weight) @ angular.T
    return coulomb * charge * total


# Angular coefficients from symbolic integration
c = sp.symbols("c")
densities = [sp.Rational(5, 8) * (3 * c**2 - 1)**2,
             sp.Rational(15, 4) * c**2 * (1 - c**2),
             sp.Rational(15, 16) * (1 - c**2)**2]
coefficients = [[sp.integrate(sp.expand(f * sp.legendre(k, c)), (c, -1, 1))
                 for f in densities] for k in (0, 2, 4)]
assert coefficients[0] == [1, 1, 1]
assert coefficients[1] == [sp.Rational(v, 7) for v in (2, 1, -2)]
assert coefficients[2] == [sp.Rational(v, 21) for v in (6, -4, 1)]
combination = [3 * row[0] - 4 * row[1] + row[2] for row in coefficients]
assert combination == [0, 0, sp.Rational(5, 3)]

# One charge: series energies against direct quadrature in a skew direction
F = [radial_integral(k, bond, zeta) for k in (0, 2, 4)]
one_charge = coulomb * charge * np.array(
    [sum(float(coefficients[k][m]) * F[k] for k in range(3)) for m in range(3)])
skew = np.array([0.3, -0.5, 0.9])
skew /= np.linalg.norm(skew)
skew_matrix = potential_matrix([bond * skew], zeta)
axial_sum = sum(e * p for e, p in zip(one_charge, axial_projectors(skew)))
assert np.allclose(skew_matrix, axial_sum, atol=1e-6)
s_skew = np.sum(skew**4)
axial_combination = one_charge @ np.array([3, -4, 1])
assert abs(splitting(skew_matrix)
           - (5 * s_skew - 3) / 12 * axial_combination) < 1e-6

# Both cages by direct quadrature
oct_matrix = potential_matrix(bond * octahedron, zeta)
cube_matrix = potential_matrix(bond * cube, zeta)
for matrix in (oct_matrix, cube_matrix):
    d = np.diag(matrix)
    assert np.allclose(matrix, np.diag(d), atol=1e-6)
    assert np.ptp(d[:2]) < 1e-6 and np.ptp(d[2:]) < 1e-6
D_oct, D_cube = splitting(oct_matrix), splitting(cube_matrix)
assert abs(D_oct - 5 / 3 * coulomb * charge * F[2]) < 1e-6
assert D_oct > 0 > D_cube
assert abs(D_cube / D_oct + 8 / 9) < 1e-6
cube_levels = np.diag(cube_matrix) - np.trace(cube_matrix) / 5
assert abs(cube_levels[0] + 0.6 * abs(D_cube)) < 1e-6
assert abs(cube_levels[4] - 0.4 * abs(D_cube)) < 1e-6

# The ratio must survive for an orbital that spreads past the charges
diffuse = 20.0
D_oct_diffuse = splitting(potential_matrix(bond * octahedron, diffuse))
D_cube_diffuse = splitting(potential_matrix(bond * cube, diffuse))
assert abs(D_cube_diffuse / D_oct_diffuse + 8 / 9) < 1e-5
F4_diffuse = radial_integral(4, bond, diffuse)
assert abs(D_oct_diffuse - 5 / 3 * coulomb * charge * F4_diffuse) < 1e-5

# Compact-orbital formula
r_mean = quad(lambda r: r * radial_density(r, zeta), 0, 0.8, epsrel=1e-11)[0]
r4_mean = quad(lambda r: r**4 * radial_density(r, zeta), 0, 0.8,
               epsabs=1e-15, epsrel=1e-11)[0]
assert abs(r_mean / (11 / (2 * zeta)) - 1) < 1e-8
assert abs(r4_mean / (11 * 12 * 13 * 14 / (2 * zeta)**4) - 1) < 1e-8
D_oct_compact = 5 / 3 * coulomb * charge * r4_mean / bond**5
short_bond = 0.21
D_oct_short = 5 / 3 * coulomb * charge * radial_integral(4, short_bond, zeta)

# Neglected: distant ions of fluorite lattice, coordinates in quarter cells
def lattice_ratio(cutoff):
    g = np.arange(-cutoff, cutoff + 1)
    x, y, z = (v.ravel() for v in np.meshgrid(g, g, g, indexing="ij"))
    oxygen = (x % 2 == 1) & (y % 2 == 1) & (z % 2 == 1)
    metal = ((x % 2 == 0) & (y % 2 == 0) & (z % 2 == 0)
             & ((x + y + z) % 4 == 0))
    r2 = (x**2 + y**2 + z**2).astype(float)
    keep = (oxygen | metal) & (r2 > 0) & (r2 <= cutoff**2)
    repulsion = np.where(oxygen, charge, -2 * charge)[keep]
    r2 = r2[keep]
    s = (x[keep]**4 + y[keep]**4 + z[keep]**4) / r2**2
    terms = repulsion * (5 * s - 3) / 12 / r2**2.5
    return terms.sum() / terms[r2 == 3].sum()


lattice_factor = lattice_ratio(40)
assert abs(lattice_factor - lattice_ratio(20)) < 3e-3

# Neglected: covalent mixing with oxygen p orbitals (rough hopping energies)
pd_sigma, pd_pi, pd_gap = 2.5, -1.2, 8.0


def covalent_splitting(directions, scale=1.0):
    size = 5 + 3 * len(directions)
    H = np.zeros((size, size))
    H[range(5, size), range(5, size)] = -pd_gap
    for i, n in enumerate(directions):
        qn = Q @ n
        along = np.outer(qn @ n, n)
        hop = scale * (pd_sigma * math.sqrt(1.5) * along
                       + pd_pi * math.sqrt(2) * (qn - along))
        block = slice(5 + 3 * i, 8 + 3 * i)
        H[:5, block] = hop
        H[block, :5] = hop.T
    energies, vectors = np.linalg.eigh(H)
    energies, vectors = energies[-5:], vectors[:, -5:]
    is_e = (vectors[:2]**2).sum(axis=0) > (vectors[2:5]**2).sum(axis=0)
    assert is_e.sum() == 2
    return energies[is_e].mean() - energies[~is_e].mean()


cov_oct, cov_cube = covalent_splitting(octahedron), covalent_splitting(cube)
weak_ratio = covalent_splitting(cube, 0.01) / covalent_splitting(octahedron, 0.01)
assert abs(weak_ratio + 8 / 9) < 2e-4   # residue is of second order in mixing
assert cov_cube < 0 < cov_oct

# Neglected: metal-metal hopping on the fcc sublattice (rough energies)
dd = np.array([-0.6, 0.3, 0.0])
neighbours = np.array([v for v in itertools.product([-1, 0, 1], repeat=3)
                       if np.dot(v, v) == 2])
hops = np.array([sum(v * p for v, p in zip(dd, axial_projectors(n / math.sqrt(2))))
                 for n in neighbours])
grid = 2 * math.pi * np.arange(12) / 12
phases = np.array(list(itertools.product(grid, repeat=3)))
bloch = np.einsum("kn,nij->kij", np.cos(phases @ neighbours.T), hops)
band_energies = np.linalg.eigvalsh(bloch)
band_width = band_energies.max() - band_energies.min()
gamma_shift = splitting(hops.sum(axis=0))
assert abs(gamma_shift - 12 * (5 * 0.5 - 3) / 12 * (dd @ [3, -4, 1])) < 1e-10
assert np.allclose(bloch.mean(axis=0), 0, atol=1e-10)

# Neglected: spin-orbit coupling (rough constant)
so_constant = 0.25
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
L = np.array([[[-1j * np.trace(Q[i] @ (E @ Q[j] - Q[j] @ E))
                for j in range(5)] for i in range(5)] for E in levi])
assert np.allclose(sum(m @ m for m in L), 6 * np.eye(5))
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
H_so = np.kron(np.diag(cube_levels), np.eye(2)).astype(complex)
H_so += so_constant * sum(np.kron(m, p / 2) for m, p in zip(L, pauli))
so_levels = np.linalg.eigvalsh(H_so)
so_t2_split = so_levels[4:].max() - so_levels[4:].min()
so_gap = so_levels[4:].min() - so_levels[:4].max()

# Neglected: tetragonal-type displacement of oxygen columns along z
shift = 0.025
displaced = bond * cube.copy()
displaced[:, 2] += shift * np.sign(cube[:, 0] * cube[:, 1])
lengths = np.linalg.norm(displaced, axis=1)
distorted = potential_matrix(displaced, zeta)
assert np.allclose(distorted, np.diag(np.diag(distorted)), atol=1e-6)
distorted_levels = np.diag(distorted) - np.trace(distorted) / 5

# Scales of use
temperature = 358.0
thermal = const.k * temperature / const.e
field = 2.0                              # MV/cm
field_energy = field * 0.1 * r_mean      # 1 MV/cm = 0.1 V/nm

print(f"Coulomb constant k: {coulomb:.5f} eV nm")
print(f"bond length R: {bond:.3f} nm")
print(f"cubic cell edge 4R/sqrt(3): {4 * bond / math.sqrt(3):.3f} nm")
print(f"charge number Z: {charge:.0f}")
print(f"orbital exponent zeta: {zeta:.0f} nm^-1")
print(f"mean radius <r>: {r_mean:.4f} nm")
print(f"<r^4>: {r4_mean:.4e} nm^4")
for k, value in zip((0, 2, 4), F):
    print(f"k Z F{k}: {coulomb * charge * value:.4f} eV")
for name, value in zip(("sigma", "pi", "delta"), one_charge):
    print(f"one-charge energy {name}: {value:.4f} eV")
print(f"octahedron D = E(e)-E(t2): {D_oct:.4f} eV")
print(f"cube D = E(e)-E(t2): {D_cube:.4f} eV")
print(f"cube D in atomic units: "
      f"{D_cube / const.value('Hartree energy in eV'):.5f} hartree")
print(f"ratio cube/octahedron: {D_cube / D_oct:.6f}")
print(f"cube e level from mean: {cube_levels[0]:.4f} eV")
print(f"cube t2 level from mean: {cube_levels[4]:.4f} eV")
print(f"compact formula, octahedron: {D_oct_compact:.4f} eV")
print(f"compact formula, cube: {-8 / 9 * D_oct_compact:.4f} eV")
print(f"compact formula error: {100 * (D_oct_compact / D_oct - 1):.2f} %")
print(f"diffuse test exponent: {diffuse:.0f} nm^-1")
print(f"diffuse test ratio: {D_cube_diffuse / D_oct_diffuse:.6f}")
print(f"octahedron D at R = {short_bond:.2f} nm: {D_oct_short:.4f} eV")
print(f"cube / shorter octahedron: {D_cube / D_oct_short:.4f}")
print(f"full ion lattice / nearest cage: {lattice_factor:.3f}")
print(f"rough p-d hopping sigma, pi: {pd_sigma:.1f}, {pd_pi:.1f} eV")
print(f"rough p-d energy separation: {pd_gap:.1f} eV")
print(f"covalent D, octahedron: {cov_oct:.3f} eV")
print(f"covalent D, cube: {cov_cube:.3f} eV")
print(f"covalent ratio: {cov_cube / cov_oct:.4f}")
print(f"covalent ratio, hopping x 0.01: {weak_ratio:.5f}")
print(f"rough d-d hopping sigma, pi, delta: {dd[0]:.1f}, {dd[1]:.1f}, {dd[2]:.1f} eV")
print(f"d-d hopping band spread: {band_width:.2f} eV")
print(f"d-d hopping change of D at zone centre: {gamma_shift:.2f} eV")
print(f"rough spin-orbit constant: {so_constant:.2f} eV")
print(f"spin-orbit splitting of t2: {so_t2_split:.3f} eV")
print(f"remaining e-t2 gap with spin-orbit: {so_gap:.3f} eV")
print(f"rough oxygen displacement: {shift:.3f} nm")
print(f"short, long bonds: {lengths.min():.4f}, {lengths.max():.4f} nm")
for name, value in zip(("z2", "x2-y2", "yz", "zx", "xy"), distorted_levels):
    print(f"displaced cage, {name} from mean: {value:.3f} eV")
print(f"thermal energy at {temperature:.0f} K: {thermal:.4f} eV")
print(f"field {field:.0f} MV/cm times |e|<r>: {field_energy:.4f} eV")
print("finished without a failed check")
```

Output:

```
Coulomb constant k: 1.43996 eV nm
bond length R: 0.220 nm
cubic cell edge 4R/sqrt(3): 0.508 nm
charge number Z: 2
orbital exponent zeta: 50 nm^-1
mean radius <r>: 0.1100 nm
<r^4>: 2.4024e-04 nm^4
k Z F0: 13.0875 eV
k Z F2: 3.5544 eV
k Z F4: 1.3125 eV
one-charge energy sigma: 14.4780 eV
one-charge energy pi: 13.3453 eV
one-charge energy delta: 12.1345 eV
octahedron D = E(e)-E(t2): 2.1876 eV
cube D = E(e)-E(t2): -1.9445 eV
cube D in atomic units: -0.07146 hartree
ratio cube/octahedron: -0.888889
cube e level from mean: -1.1667 eV
cube t2 level from mean: 0.7778 eV
compact formula, octahedron: 2.2375 eV
compact formula, cube: -1.9889 eV
compact formula error: 2.28 %
diffuse test exponent: 20 nm^-1
diffuse test ratio: -0.888889
octahedron D at R = 0.21 nm: 2.7242 eV
cube / shorter octahedron: -0.7138
full ion lattice / nearest cage: 0.899
rough p-d hopping sigma, pi: 2.5, -1.2 eV
rough p-d energy separation: 8.0 eV
covalent D, octahedron: 1.230 eV
covalent D, cube: -1.069 eV
covalent ratio: -0.8690
covalent ratio, hopping x 0.01: -0.88889
rough d-d hopping sigma, pi, delta: -0.6, 0.3, 0.0 eV
d-d hopping band spread: 4.80 eV
d-d hopping change of D at zone centre: 1.50 eV
rough spin-orbit constant: 0.25 eV
spin-orbit splitting of t2: 0.325 eV
remaining e-t2 gap with spin-orbit: 1.920 eV
rough oxygen displacement: 0.025 nm
short, long bonds: 0.2066, 0.2353 nm
displaced cage, z2 from mean: -1.263 eV
displaced cage, x2-y2 from mean: -1.044 eV
displaced cage, yz from mean: 0.567 eV
displaced cage, zx from mean: 0.567 eV
displaced cage, xy from mean: 1.174 eV
thermal energy at 358 K: 0.0309 eV
field 2 MV/cm times |e|<r>: 0.0220 eV
finished without a failed check
```
